**Pinch-off of a low-barrier disc in a Schottky contact**

A disc of radius R, with barrier lower by Δ than the surrounding barrier Φ0, is pinched off when p = Δ/(FR) exceeds 1, where F is the surrounding interface field. Its barrier is then Φ0 − Δ + Δ(1 − p^(−2/3))^(3/2), for a saddle well inside the depletion layer. The program asserts this formula against direct maximization in a constant field. It also compares saddle heights, with the doping curvature included, with a nonlinear axisymmetric Poisson–Boltzmann solver at three radii. Further assertions bracket the threshold by radius and by reverse bias, and cover the earlier pinching of the rim, the bias slope and the low-temperature limit of the saddle area. For the silicon example with R = 20 nm, the output gives a patch barrier of 0.634 eV instead of 0.500 eV. With the parabolic estimate of the saddle area, the isolated-diode picture then overestimates the patch current about 196 times. At 1% coverage the apparent contact barrier is 0.751 eV, against 0.619 eV from the isolated-diode sum.

## Verification by program

```python
"""Pinch-off of a low-barrier disc in a metal / n-semiconductor contact.

Result under test: a disc of radius R whose barrier is lower by Delta than the
surrounding barrier Phi0 is pinched off when p = Delta/(F R) > 1, where F is the
interface field of the surrounding contact. Its barrier is then
    Phi0 - Delta + Delta*(1 - p**(-2/3))**1.5
in the limit of a saddle well inside the depletion layer.
Units: energy eV, length nm, potential V. Energies are measured from the metal
Fermi level; z points into the semiconductor; forward bias is positive.
The independent road is a nonlinear axisymmetric Poisson-Boltzmann solver.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.interpolate import RegularGridInterpolator
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import spsolve

# Rough typical silicon values and chosen contact parameters
temperature = 300.0        # K
doping_cm3 = 1e16
band_density_cm3 = 2.8e19  # conduction-band effective density of states
eps_rel = 11.7
phi0, delta, radius = 0.80, 0.30, 20.0
coverage = 0.01
richardson = 112.0         # A/cm2/K2
mobility = 1200.0          # cm2/Vs
light_mass, mean_mass = 0.19, 0.26
breakdown_field = 0.4      # MV/cm

q = const.e
eps = eps_rel * const.epsilon_0
kT = const.k * temperature / q
curv = q * doping_cm3 * 1e6 / eps * 1e-18       # V/nm2
v_n = kT * np.log(band_density_cm3 / doping_cm3)
debye = np.sqrt(kT / curv)


def field_width(bias=0.0):
    field = np.sqrt(2 * curv * (phi0 - v_n - kT - bias))
    return field, field / curv


def disc_term(z, rad):
    return -delta * (1 - z / np.hypot(z, rad))


def axis_energy(z, rad, field, c=curv):
    return phi0 - field * z + c * z**2 / 2 + disc_term(z, rad)


def saddle(rad, field):
    """Saddle position and height with the doping curvature kept."""
    slope = lambda z: -field + curv*z + delta*rad**2/(z*z + rad*rad)**1.5
    z = brentq(slope, 0.0, 0.5 * field / curv)
    return z, axis_energy(z, rad, field)


def closed_barrier(rad, field):
    p = delta / (field * rad)
    if p <= 1:
        return phi0 - delta
    return phi0 - delta + delta * (1 - p**(-2/3))**1.5


def radial_curvature(z, rad):
    return 1.5 * delta * rad**2 * z / (z*z + rad*rad)**2.5


def stretched(step, fine_end, end):
    points = [0.0]
    while points[-1] < end:
        if points[-1] > fine_end:
            step = min(1.09 * step, max(12.0, step))
        points.append(points[-1] + step)
    return np.array(points)


def solve_poisson(rad, bias=0.0):
    """Finite volumes; returns r, z and band edge from the metal Fermi level."""
    width = field_width(bias)[1]
    step = rad / 20.5                       # disc edge lies on a cell face
    r = stretched(step, 2 * rad, max(6 * rad, 400.0))
    z = stretched(step, 2 * rad, width + 7 * debye)
    dr, dz = np.diff(r), np.diff(z)
    faces = (r[1:] + r[:-1]) / 2
    edges = np.concatenate(([0.0], faces, [r[-1]]))
    ring = np.diff(edges**2) / 2
    cell_z = (dz[1:] + dz[:-1]) / 2
    g = faces / dr
    diag_r = -np.concatenate((g, [0.0])) - np.concatenate(([0.0], g))
    lap_r = sparse.diags([g, diag_r, g], [-1, 0, 1])
    inner = 1 / dz[1:-1]
    lap_z = sparse.diags([inner, -1/dz[:-1] - 1/dz[1:], inner], [-1, 0, 1])
    lap = (sparse.kron(sparse.diags(ring), lap_z)
           + sparse.kron(lap_r, sparse.diags(cell_z))).tocsc()
    volume = np.outer(ring, cell_z).ravel()
    surface = np.where(r < rad, phi0 - delta, phi0) - bias
    source = np.zeros((len(r), len(z) - 2))
    source[:, 0] += ring * surface / dz[0]
    source[:, -1] += ring * v_n / dz[-1]
    guess = v_n + curv / 2 * np.clip(width - z[1:-1], 0, None)**2
    u = np.tile(guess, len(r))
    for _ in range(50):
        electrons = np.exp(np.minimum(-(u - v_n) / kT, 30.0))
        residual = lap @ u + source.ravel() - volume * curv * (1 - electrons)
        jac = lap - sparse.diags(volume * curv * electrons / kT)
        change = spsolve(jac.tocsc(), -residual)
        u = u + change
        if np.max(np.abs(change)) < 1e-8:
            break
    else:
        raise AssertionError("Poisson solver did not converge")
    full = np.column_stack((surface, u.reshape(len(r), -1),
                            np.full(len(r), v_n)))
    return r, z, full + bias


def axis_peak(solution):
    _, z, energy = solution
    line = energy[0]
    k = int(np.argmax(line))
    if k == 0:
        return 0.0, line[0]
    a, b, c0 = np.polyfit(z[k-1:k+2] - z[k], line[k-1:k+2], 2)
    return z[k] - b / (2*a), c0 - b*b / (4*a)


field, width = field_width()
critical_radius = delta / field
p_value = delta / (field * radius)
z_s, e_s = saddle(radius, field)
e_closed = closed_barrier(radius, field)
z_closed = radius * np.sqrt(p_value**(2/3) - 1)

# Disc potential from the half-space Poisson kernel
for height in (3.0, 20.0, 70.0):
    kernel = quad(lambda s: height * s / (s*s + height**2)**1.5, 0, radius)[0]
    assert abs(-delta * kernel - disc_term(height, radius)) < 1e-9

# Closed barrier formula against direct maximization in a constant field
for p in (1.3, 3.0, 12.0):
    rad = delta / (field * p)
    best = minimize_scalar(lambda z: -axis_energy(z, rad, field, 0.0),
                           bounds=(0, 10 * rad), method="bounded",
                           options={"xatol": 1e-8})
    assert abs(-best.fun - closed_barrier(rad, field)) < 1e-8
rad = delta / (field * 1e4)
dipole = 1.5 * (delta * rad**2 * field**2)**(1/3)
assert abs((phi0 - closed_barrier(rad, field)) / dipole - 1) < 0.01

# Saddle heights against the nonlinear solver
base = solve_poisson(radius)
solver_z, solver_e = axis_peak(base)
assert abs(solver_e - e_s) < 0.003
for rad in (10.0, 40.0):
    assert abs(axis_peak(solve_poisson(rad))[1] - saddle(rad, field)[1]) < 0.003

# Rim pinches first: the outward slope of energy grows from centre to edge
surface_rise = base[2][:21, 1] - base[2][:21, 0]
assert np.all(np.diff(surface_rise) > 0)

# Threshold by radius and by reverse bias
assert axis_peak(solve_poisson(0.85 * critical_radius))[0] > 0
assert axis_peak(solve_poisson(1.15 * critical_radius))[0] == 0
band_drop_open = (delta / radius)**2 / (2 * curv)
opening_bias = phi0 - v_n - kT - band_drop_open
for scale, pinched in ((0.7, True), (1.3, False)):
    bias = phi0 - v_n - kT - scale * band_drop_open
    assert (axis_peak(solve_poisson(radius, bias))[0] > 0) == pinched

# Bias slope of the saddle
dv = 0.05
slope_solver = (axis_peak(solve_poisson(radius, dv))[1]
                - axis_peak(solve_poisson(radius, -dv))[1]) / (2 * dv)
assert abs(slope_solver / (z_s / width) - 1) < 0.06

# Saddle area against flux through spheroidal dividing surfaces
kr = radial_curvature(z_s, radius)
kz = 2 * kr - curv
area = 2 * np.pi * kT / kr
interp = RegularGridInterpolator((base[0], base[1]), base[2])


def cap_area(thermal):
    angle = np.linspace(0, np.pi / 2, 2001)
    values = []
    for a in np.linspace(radius, 4 * radius, 61):
        rho, height = a * np.sin(angle), solver_z * np.cos(angle)
        energy = interp(np.column_stack((rho, height)))
        ds = 2*np.pi*rho*np.hypot(a*np.cos(angle), solver_z*np.sin(angle))
        f = ds * np.exp(-(energy - solver_e) / thermal)
        values.append(np.sum((f[1:] + f[:-1]) / 2 * np.diff(angle)))
    return min(values)


area_cap = cap_area(kT)
assert abs(cap_area(kT / 8) / (area / 8) - 1) < 0.12   # harmonic limit
assert 0.6 < area_cap / area < 1.6                     # anharmonic at 300 K

# Ideality factor, barrier part alone and with the bias-dependent area
n_barrier = 1 / (1 - z_s / width)
log_area = []
for bias in (-0.01, 0.01):
    z_b = saddle(radius, field_width(bias)[0])[0]
    log_area.append(-np.log(radial_curvature(z_b, radius)))
n_total = 1 / (1 - z_s / width + kT * (log_area[1] - log_area[0]) / 0.02)

# Currents
disc_area = np.pi * radius**2
supply = richardson * temperature**2 * 1e-14           # A/nm2
i_isolated = supply * disc_area * np.exp(-(phi0 - delta) / kT)
i_pinched = supply * area * np.exp(-e_s / kT)
gain_isolated = 1 - coverage + coverage * np.exp(delta / kT)
gain_true = 1 + coverage * area / disc_area * np.exp((phi0 - e_s) / kT)
apparent_isolated = phi0 - kT * np.log(gain_isolated)
apparent_true = phi0 - kT * np.log(gain_true)

# Neglected effects: image force
image = q / (16 * np.pi * eps) * 1e9                   # eV nm
image_outside = 2 * np.sqrt(image * field)
scan = minimize_scalar(lambda z: field*z + image/z, bounds=(0.1, 50),
                       method="bounded")
assert abs(scan.fun - image_outside) < 1e-6
with_image = minimize_scalar(
    lambda z: -(axis_energy(z, radius, field) - image / z),
    bounds=(0.5 * z_s, 2 * z_s), method="bounded")
image_saddle = e_s + with_image.fun

# Tunnelling through the saddle and transverse quantization
hbar2_m = const.hbar**2 / (light_mass * const.m_e * q) * 1e18   # eV nm2
x = np.sqrt(hbar2_m * kz) / kT
y = np.sqrt(hbar2_m * kr) / kT
tunnel = (x / 2) / np.sin(x / 2)
transverse = ((y / 2) / np.sinh(y / 2))**2
direct = quad(lambda t: np.exp(-t) / (1 + np.exp(-2*np.pi*t/x)), -8, 40,
              points=[0], limit=200)[0]
assert abs(direct - tunnel) < 1e-5
levels = y * np.sum(np.exp(-(np.arange(2000) + 0.5) * y))
assert abs(levels**2 - transverse) < 1e-9

# Random dopants: variance integral of a charge and its image, unit distance
nodes, weights = np.polynomial.legendre.leggauss(60)


def shell(r):
    low = max(-1.0, -1.0 / r) if r > 0 else -1.0
    mu = low + (1 - low) * (nodes + 1) / 2
    far = np.sqrt(r*r + 4 + 4*r*mu)
    return np.pi * (1 - low) * np.sum(weights * (1 - r / far)**2)


variance = quad(shell, 0, 1)[0] + quad(shell, 1, np.inf)[0]
assert abs(variance / (4 * np.pi) - 1) < 1e-4
sigma_dopant = 4 * image * np.sqrt(4 * np.pi * doping_cm3 * 1e-21 * z_s)

# Diffusion across the saddle compared with thermionic emission
barrier_width = np.sqrt(2 * np.pi * kT / kz)
true_width = quad(lambda z: np.exp((axis_energy(z, radius, field) - e_s) / kT),
                  0, width / 2)[0]
assert 0.7 < true_width / barrier_width < 1.6
v_diffusion = mobility * kT / (true_width * 1e-7)
v_emission = 100 * np.sqrt(kT*q / (2*np.pi*mean_mass*const.m_e))
diffusion_factor = v_diffusion / (v_diffusion + v_emission)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Doping", doping_cm3, "cm^-3")
show("Rough band density of states", band_density_cm3, "cm^-3")
show("Relative permittivity", eps_rel)
show("Surrounding barrier Phi0", phi0, "eV", ".3f")
show("Barrier deficit Delta", delta, "eV", ".3f")
show("Patch radius R", radius, "nm")
show("Thermal energy kT", kT, "eV", ".5f")
show("Bulk band edge above Fermi level Vn", v_n, "eV", ".4f")
show("Doping curvature c", curv, "V/nm^2")
show("Interface field F", field, "V/nm", ".6f")
show("Interface field F", 10 * field, "MV/cm", ".4f")
show("Depletion width W", width, "nm", ".1f")
show("Critical radius Delta/F", critical_radius, "nm", ".1f")
show("Pinch-off parameter p", p_value, "", ".3f")
show("Saddle position, closed formula", z_closed, "nm", ".2f")
show("Saddle position, with doping curvature", z_s, "nm", ".2f")
show("Patch barrier, closed formula", e_closed, "eV", ".4f")
show("Patch barrier, with doping curvature", e_s, "eV", ".4f")
show("Patch barrier, Poisson solver", solver_e, "eV", ".4f")
for rad in (5.0, 10.0, 20.0, 40.0, 100.0):
    p = delta / (field * rad)
    state = "pinched" if p > 1 else "open"
    print(f"R = {rad:.0f} nm: p = {p:.3f}, closed-formula barrier = "
          f"{closed_barrier(rad, field):.4f} eV, {state}")
show("Radial curvature at saddle", kr, "eV/nm^2")
show("Geometric patch area", disc_area, "nm^2", ".0f")
show("Harmonic saddle area", area, "nm^2", ".0f")
show("Least dividing-surface area", area_cap, "nm^2", ".0f")
show("Rough Richardson constant", richardson, "A/cm^2/K^2")
show("Saturation current, isolated-diode idea", i_isolated, "A", ".3e")
show("Saturation current, pinched patch", i_pinched, "A", ".3e")
show("Overestimate by isolated-diode idea", i_isolated / i_pinched, "times", ".1f")
show("Saddle slope with bias, z*/W", z_s / width, "eV/V", ".4f")
show("Saddle slope with bias, solver", slope_solver, "eV/V", ".4f")
show("Ideality factor, barrier part", n_barrier, "", ".4f")
show("Ideality factor, with area change", n_total, "", ".4f")
show("Bias that opens the patch", opening_bias, "V", ".2f")
show("Field at opening bias", 10 * delta / radius, "MV/cm", ".3f")
show("Rough breakdown field", breakdown_field, "MV/cm")
show("Patch coverage", coverage)
show("Apparent barrier, isolated-diode sum", apparent_isolated, "eV", ".4f")
show("Apparent barrier, pinched patches", apparent_true, "eV", ".4f")
show("Image-force lowering outside patch", 1000 * image_outside, "meV", ".1f")
show("Image-force lowering at saddle", 1000 * image_saddle, "meV", ".2f")
show("Light electron mass used (rough)", light_mass, "m_e")
show("Tunnelling factor at saddle", tunnel, "", ".4f")
show("Transverse quantization factor", transverse, "", ".4f")
show("Random-dopant spread at saddle", 1000 * sigma_dopant, "meV", ".1f")
show("Rough mobility", mobility, "cm^2/Vs")
show("Rough mean mass for emission velocity", mean_mass, "m_e")
show("Current factor from diffusion", diffusion_factor, "", ".3f")
show("Bulk degeneracy measure n/Nc", doping_cm3 / band_density_cm3, "", ".2e")
print("all good")
```

It prints:

```
Temperature: 300 K
Doping: 1e+16 cm^-3
Rough band density of states: 2.8e+19 cm^-3
Relative permittivity: 11.7
Surrounding barrier Phi0: 0.800 eV
Barrier deficit Delta: 0.300 eV
Patch radius R: 20 nm
Thermal energy kT: 0.02585 eV
Bulk band edge above Fermi level Vn: 0.2052 eV
Doping curvature c: 1.547e-05 V/nm^2
Interface field F: 0.004195 V/nm
Interface field F: 0.0420 MV/cm
Depletion width W: 271.2 nm
Critical radius Delta/F: 71.5 nm
Pinch-off parameter p: 3.576
Saddle position, closed formula: 23.14 nm
Saddle position, with doping curvature: 24.41 nm
Patch barrier, closed formula: 0.6299 eV
Patch barrier, with doping curvature: 0.6343 eV
Patch barrier, Poisson solver: 0.6343 eV
R = 5 nm: p = 14.302, closed-formula barrier = 0.7270 eV, pinched
R = 10 nm: p = 7.151, closed-formula barrier = 0.6873 eV, pinched
R = 20 nm: p = 3.576, closed-formula barrier = 0.6299 eV, pinched
R = 40 nm: p = 1.788, closed-formula barrier = 0.5546 eV, pinched
R = 100 nm: p = 0.715, closed-formula barrier = 0.5000 eV, open
Radial curvature at saddle: 0.0001404 eV/nm^2
Geometric patch area: 1257 nm^2
Harmonic saddle area: 1157 nm^2
Least dividing-surface area: 993 nm^2
Rough Richardson constant: 112 A/cm^2/K^2
Saturation current, isolated-diode idea: 5.047e-13 A
Saturation current, pinched patch: 2.581e-15 A
Overestimate by isolated-diode idea: 195.6 times
Saddle slope with bias, z*/W: 0.0900 eV/V
Saddle slope with bias, solver: 0.0903 eV/V
Ideality factor, barrier part: 1.0989
Ideality factor, with area change: 1.0646
Bias that opens the patch: -6.71 V
Field at opening bias: 0.150 MV/cm
Rough breakdown field: 0.4 MV/cm
Patch coverage: 0.01
Apparent barrier, isolated-diode sum: 0.6190 eV
Apparent barrier, pinched patches: 0.7512 eV
Image-force lowering outside patch: 22.7 meV
Image-force lowering at saddle: 1.26 meV
Light electron mass used (rough): 0.19 m_e
Tunnelling factor at saddle: 1.0067
Transverse quantization factor: 0.9930
Random-dopant spread at saddle: 6.8 meV
Rough mobility: 1200 cm^2/Vs
Rough mean mass for emission velocity: 0.26 m_e
Current factor from diffusion: 0.688
Bulk degeneracy measure n/Nc: 3.57e-04
all good
```
